Orbital and Spin Sum Rules for 2p to d Circular Dichroism, part 1

(Sections cited here and not found follow in the second part.)

## The two rules and their derivation

A circular dichroism spectrum at the L₂ and L₃ edges supplies two signed areas, and without a derivation neither of them is a magnetic moment. In the model ion treated in the second half, the combination of areas that carries the spin corresponds to 1.52 ħ, while the spin itself is 0.99 ħ. Reading that combination as spin alone would therefore overstate the spin by 54 % of its true value. The difference is no experimental error: the light responds to the way the spin is distributed around the atom as well as to its total. A second hazard lies in the normalization, because an area becomes a moment only after division by another area, and the radial part of the transition strength has to cancel in that ratio. The derivation shows which operators the two areas measure and what the cancellation requires.

Consider one atom with a full 2p shell and a partly filled d shell. In the algebra atomic units are used, so that ħ = 1, and the z axis lies along the beam. Let n = r/r be the unit position vector of an electron, and define

C₊₁ = −(n_x + i n_y)/√2,  C₀ = n_z,  C₋₁ = (n_x − i n_y)/√2.

Light of type q couples through the operator D_q = Σ r C_q, summed over electrons. The value q = +1 raises the magnetic quantum number m by one and q = −1 lowers it. Exchanging the two helicity labels reverses the sign of every dichroic quantity below. The component q = 0 belongs to linear polarization along z and has to be measured with a different beam direction.

The absorption cross-section is proportional to the photon energy times the squared dipole matrix element. The measured cross-section is therefore first divided by the photon energy and then integrated over the edges. Up to a common constant this gives

I_q = Σ_f |⟨f|D_q|g⟩|²,

where g is the ground state and f runs over the final states with one 2p hole. From these areas one forms the dichroic and the total intensity,

X = I₊ − I₋,  A = I₊ + I₀ + I₋.

A subscript 3 or 2 marks the part that belongs to the L₃ or the L₂ edge. The L₃ edge has its core hole in the level j = 3/2, and the L₂ edge in j = 1/2.

Now let a = (m, σ) label the d spin-orbitals and c the core spin-orbitals of one level j. If all d orbitals share one radial function φ_d and both core levels share one radial function φ_p, a single radial integral appears,

R = ∫ φ_d(r) r φ_p(r) r² dr,

and the part of the dipole operator that empties level j is

D_q^j = R Σ_{a,c} ⟨a|C_q|c⟩ d_a† p_c.

Here d_a† creates a d electron and p_c removes a core electron. Taking R outside the sum is the central radial assumption of the sum rules; its consequences are examined in the second half. Transitions from p to s are left out at this point too.

If every final state of an edge has its core hole in one level j, the sum over final states can be done by closure, without knowing any of them:

I_q^j = ⟨g|(D_q^j)† D_q^j|g⟩ = R² Σ ⟨a′|C_q|c′⟩* ⟨a|C_q|c⟩ ⟨p_c′† d_a′ d_a† p_c⟩.

The operator p_c′† passes two d operators on its way to the right, which costs two sign changes and hence none. What remains is d_a′ d_a† p_c′† p_c. Because the core is full, p_c leaves a single vacancy, and p_c′† can fill it only if c′ = c. Thus p_c′† p_c|g⟩ = δ_cc′|g⟩. Define the one-electron operator

W = P_d C_q P_j C_q† P_d,

with P_d the projector on the d shell and P_j the projector on the core level. Its matrix elements are W_aa′ = Σ_c ⟨a|C_q|c⟩⟨c|C_q†|a′⟩. The anticommutation rule d_a′ d_a† = δ_aa′ − d_a† d_a′ then gives

I_q^j = R² (Tr W − ⟨W⟩).  (1)

From here on, the expectation value of a one-electron operator means its sum over all d electrons in the ground state. Equation (1) says that the integrated absorption is the value for an empty d shell minus what the electrons present block. It is a property of the holes, expressed through the electrons. The ground state may be any correlated many-electron state, since nothing was assumed about it beyond the full core.

The core projectors follow from the spin-orbit operator. For l = 1 and s = 1/2,

l·s = [j(j+1) − 2 − 3/4]/2,

which equals 1/2 for j = 3/2 and −1 for j = 1/2. The linear expressions that take the values 1 and 0 on the right levels are

P_3/2 = (2/3)(1 + l·s),  P_1/2 = (1/3)(1 − 2 l·s).

Two combinations are simple:

P_3/2 + P_1/2 = 1,
P_3/2 − 2P_1/2 = (2/3 − 2/3) + (2/3 + 4/3) l·s = 2 l·s.  (2)

The sum of the edges removes the core spin-orbit operator and will yield an orbital quantity. The difference with weight 2 removes the unit operator instead. What is left is proportional to the electron spin, and this is how a dipole operator that does not act on spin can detect spin at all: the core level ties spin to orbital motion.

For the sum of the edges, the strengths |⟨2m|C_q|1μ⟩|² with μ = m − q are needed. They can be read off from the spherical harmonics

Y₁₀ = √(3/4π) n_z,  Y₁,±₁ = ∓√(3/8π) n_±,
Y₂₀ = √(5/16π)(3n_z² − 1),  Y₂₁ = −√(15/8π) n_z n₊,  Y₂₂ = √(15/32π) n₊²,

where n_± = n_x ± i n_y. For q = 0, the d part of n_z Y₁₀ comes from writing n_z² = (3n_z² − 1)/3 + 1/3; it is (2/√15)Y₂₀. Likewise n_z Y₁₁ = Y₂₁/√5. The strengths are 4/15 for m = 0, 3/15 for m = ±1 and 0 for m = ±2. For q = +1,

C₊₁Y₁₁ = √(2/5) Y₂₂,  C₊₁Y₁₀ = Y₂₁/√5,

and the d part of C₊₁Y₁,₋₁ follows from n₊n₋ = 1 − n_z² = 2/3 − (3n_z² − 1)/3; it is Y₂₀/√15. The strengths are 12/30, 6/30 and 2/30 for m = 2, 1, 0, and zero for negative m. Reflection m → −m supplies q = −1. All values are contained in

q = +1: (m+1)(m+2)/30,
q = −1: (m−1)(m−2)/30,
q = 0: (4−m²)/15.  (3)

Each final m is reached from one μ only, so the three operators W summed over both core levels are diagonal in m. Adding the three lines gives

[(m²+3m+2) + (m²−3m+2) + (8−2m²)]/30 = 12/30 = 2/5,

independent of m. By equation (1), with ten d spin-orbitals and n_h holes,

A = (2/5) R² n_h.  (4)

Subtracting the second line of (3) from the first gives 6m/30 = m/5. The trace of m over the shell vanishes, so equation (1) leaves only the electron term:

X₃ + X₂ = −(1/5) R² ⟨L_z⟩.  (5)

The ratio of (5) and (4) is the orbital sum rule,

(X₃ + X₂)/A = −⟨L_z⟩/(2n_h).  (6)

Its sign has a direct meaning. A positive ⟨L_z⟩ says that orbitals with positive m are preferentially occupied. These are the orbitals that q = +1 favours, so they are blocked and X is negative. Since the two core projectors add up to one, equation (6) does not need j to be a good quantum number of the core hole.

The spin rule uses the second combination in (2). The factor C_q acts on the orbital part only, so the spin can be pulled out:

X₃ − 2X₂ = R² (Tr − ⟨ ⟩) of 2 Σ_k G_zk s_k,
G_zk = Σ_q q P_d C_q P_p l_k P_p C_q† P_d.  (7)

Here P_p projects on the core orbitals with l = 1, k runs over x, y, z, and the bracket notation means that equation (1) is applied to the operator that follows. The trace is zero, because each s_k has zero trace over spin.

In Cartesian form C₊₁ l_k C₊₁† = n₊ l_k n₋/2 and C₋₁ l_k C₋₁† = n₋ l_k n₊/2. In their difference the terms with two equal components cancel, and the mixed terms add:

(n₊ l_k n₋ − n₋ l_k n₊)/2 = −i (n_x l_k n_y − n_y l_k n_x) = −i Σ_ab ε_zab n_a l_k n_b.

The symbol ε_abc is +1 for cyclic and −1 for anticyclic order of x, y, z, and zero otherwise. The position vector obeys [l_k, n_b] = i Σ_c ε_kbc n_c, as every vector does under rotations, and l_k commutes with the shell projectors. It may therefore be moved to the right through n_b. With the abbreviation

N_ab = P_d n_a P_p n_b P_d

the result is

G_zk = (−i Σ_ab ε_zab N_ab) l_k + Σ_abc ε_zab ε_kbc N_ac,  (8)

where the factor of the last term is −i·i = 1. The bracket in the first term is what one gets from the same algebra with l_k replaced by 1. It is thus the difference of the first two lines of (3), namely l_z/5. In the last term the cyclic rearrangements ε_zab = ε_bza and ε_kbc = ε_bck permit the contraction

Σ_b ε_bza ε_bck = δ_zc δ_ak − δ_zk δ_ac.

The sum Σ_a N_aa equals the sum of all three lines of (3), which is 2/5. Equation (8) becomes

G_zk = l_z l_k/5 + N_kz − (2/5)δ_zk.  (9)

The tensor N_ab acts within a shell of fixed l. By rotational symmetry (the Wigner–Eckart theorem) its scalar, vector and traceless symmetric parts must be proportional to the corresponding tensors built from l. Therefore

N_ab = α δ_ab + β{l_a, l_b} + iγ Σ_c ε_abc l_c,

with {l_a, l_b} = l_a l_b + l_b l_a. The component N_zz = (4 − m²)/15 must equal α + 2βm², so α = 4/15 and β = −1/30. The antisymmetric part obeys

−i Σ_ab ε_zab N_ab = γ Σ_abc ε_zab ε_abc l_c = 2γ l_z = l_z/5,

so γ = 1/10. Inserting a = k and b = z gives

N_kz = (4/15)δ_zk − {l_z, l_k}/30 − (i/10) Σ_c ε_zkc l_c,

where ε_kzc = −ε_zkc was used. The product in (9) is split into its symmetric and antisymmetric halves,

l_z l_k/5 = {l_z, l_k}/10 + (i/10) Σ_c ε_zkc l_c.

The antisymmetric terms cancel, and the rest is

G_zk = {l_z, l_k}/15 − (2/15)δ_zk.  (10)

It remains to recognize the anticommutator. Let Q_ab = {l_a, l_b}/2 − 2δ_ab. This tensor is traceless, since l² = 6 in a d shell. The quadrupole tensor of position, projected on the same shell, must be a multiple of it. The multiple follows from one element, the zz component at m = 0. The average of n_z² in Y₂₀ is

(5/8) ∫ from −1 to 1 of (9u⁶ − 6u⁴ + u²) du = (5/4)(9/7 − 6/5 + 1/3) = 11/21,

so 1 − 3n_z² averages to −4/7, while Q_zz = −2. Hence

P_d (δ_ab − 3n_a n_b) P_d = (2/7) Q_ab.  (11)

Define the magnetic dipole operator of one electron as t = s − 3n(n·s), with sum T over electrons. Equation (11) gives t_z = (2/7) Σ_k Q_zk s_k. Substituting {l_z, l_k} = 2Q_zk + 4δ_zk into (10) gives G_zk = (2/15)(Q_zk + δ_zk), and therefore

2 Σ_k G_zk s_k = (4/15)(s_z + Σ_k Q_zk s_k) = (4/15)(s_z + (7/2) t_z).

With equation (7) this yields

X₃ − 2X₂ = −(4/15) R² (⟨S_z⟩ + (7/2)⟨T_z⟩),  (12)

and division by (4) gives the spin sum rule,

(X₃ − 2X₂)/A = −(2/(3n_h)) (⟨S_z⟩ + (7/2)⟨T_z⟩).  (13)

A single hole confirms the signs and factors by hand. Let the hole be in m = 2 with spin down. It can be filled only by q = +1 from the core state μ = 1, spin down, with strength 2/5. In that core state l·s averages to −1/2, so the weights of j = 3/2 and j = 1/2 are 1/3 and 2/3. Then X₃ − 2X₂ = (2/5)(1/3 − 4/3)R² = −(2/5)R². The nine electrons have ⟨S_z⟩ = 1/2. The missing electron would have had t_z = (2/7)·2·(−1/2) = −2/7, so ⟨T_z⟩ = 2/7, and the bracket in (12) is 1/2 + 1 = 3/2. The right-hand side is −(4/15)(3/2)R² = −(2/5)R², as it should be. For the orbital rule, ⟨L_z⟩ = −2 gives X = +(2/5)R², again in agreement.

The term ⟨T_z⟩ measures the quadrupole of the spin density. If the spins are collinear along z and the spin density has cubic symmetry, the average of Q_zz weighted with spin vanishes, because a cubic environment permits no traceless symmetric tensor of rank two. Equation (13) then gives the spin directly. In lower symmetry, suppose that spin-orbit coupling in the d shell is weak enough for the magnetization to be turned without changing the spatial spin density. The values of ⟨T⟩ along three perpendicular magnetization directions are then the diagonal elements of a traceless tensor times a common spin factor, and they add up to zero. Averaging (13) over the three directions removes the term. With strong spin-orbit coupling the spin density itself depends on the direction, and this argument fails. It also fails at zero temperature for an orbitally degenerate ground level, however weak the coupling, because the coupling then selects the orbital state according to the magnetization direction. In the model ion of the second half the three values add up to 0.25 ħ, both for a d spin-orbit constant of 0.1 eV and for 0.001 eV. For the same reason a cubic site does not guarantee a cubic spin density: without its axial field the same ion still has ⟨T_z⟩ = 0.11 ħ.

## Radial assumptions, failures and a worked ion

The symbols carried over are these. I_q is the integrated 2p to d absorption for q = +1, 0, −1 after division by the photon energy; X = I₊ − I₋ and A = I₊ + I₀ + I₋; subscripts 3 and 2 mark the edges L₃ and L₂. R is the radial dipole integral and n_h the number of d holes. The d-electron moments are L = ⟨L_z⟩, S = ⟨S_z⟩ and T = ⟨T_z⟩, and the spin combination is S_e = S + 7T/2. With ħ = 1 the results are

A = (2/5)R² n_h,  X₃ + X₂ = −(1/5)R² L,  X₃ − 2X₂ = −(4/15)R² S_e,  (14)

and hence

L = −2n_h (X₃ + X₂)/A,  S_e = −(3/2) n_h (X₃ − 2X₂)/A.  (15)

The tensor N_ab = P_d n_a P_p n_b P_d describes a passage from the d shell through the core p shell and back. Its trace is 2/5, and its antisymmetric part is (i/10)Σ_c ε_abc l_c.

In (15) the radial integral has dropped out. The derivation secures this by demanding that R² be the same number in every term of every sum. That single demand contains several assumptions about radial integrals:

R must be the same for both core levels, all empty-state energies, both spins, all d orbitals and all final-state terms, and the p to s channel must be absent or subtracted. With these conditions, and a pure core-hole j for the spin rule, the two sum rules are established; what remains is to see what happens when the conditions fail and to test the rules on a model ion.
